# Hydroxyl isotope effect in surface ligand exchange from zero-point energy

**Question**

I am working on an exercise about ligand exchange on an oxide surface. An adsorbed metal precursor takes the proton of a surface hydroxyl, its ligand leaves with that proton, and the metal stays bound to the surface oxygen. The exercise gives an O–H stretch of 3700 cm$^{-1}$ and an O–D stretch of 2700 cm$^{-1}$. It says that these stretches "vanish at the transition state" and asks me to show that zero-point energy makes the hydroxylated surface react about 4.2 times faster than the deuteroxylated one at 500 K.

I can get 4.2 by putting half of the 1000 cm$^{-1}$ difference into a Boltzmann factor, but I do not understand why that is allowed. Deuterium also vibrates more slowly, so should I not multiply by the ratio of attempt frequencies, $3700/2700$? What does it mean for a vibration to vanish? And would a real precursor show this ratio?

**Answer**

Your Boltzmann factor is right, and the extra frequency ratio would count the same physics twice. This becomes clear if the rate is written out before the ratio is taken.

**What is being compared**

Let $k_H$ and $k_D$ be the rate constants for transfer from O–H and O–D in an already adsorbed precursor, at the same temperature $T$. The isotope effect is $K=k_H/k_D$. I assume the following.

- Both isotopes move on the same Born–Oppenheimer potential surface, so the barrier $V$, measured from potential minimum to saddle point, is the same.
- The stretch is harmonic in the reactant and turns into the reaction coordinate at the saddle.
- All remaining modes contribute the same factor for H and D.
- Reactants are in thermal equilibrium, and a system crossing the saddle neither tunnels nor turns back.
- Proton transfer is the step whose rate is measured.

**The rate over the barrier**

Let $p$ be the momentum along the reaction coordinate and $m$ its effective mass. One quantum state occupies a phase-space area $h$, and systems at the saddle move forward with velocity $p/m$. Dividing the thermal flux by the reactant partition function $Q$ of the stretch gives

$$
k=\frac{1}{Q}\int_0^\infty \frac{dp}{h}\,\frac{p}{m}\,
\exp\!\left[-\frac{V+p^2/2m}{k_BT}\right].
$$

Set $E=V+p^2/2m$. Then $dE=(p/m)\,dp$, and the mass disappears:

$$
k=\frac{1}{hQ}\int_V^\infty e^{-E/k_BT}\,dE
=\frac{k_BT}{h}\,\frac{e^{-V/k_BT}}{Q}.
\tag{1}
$$

The heavier atom crosses more slowly, but its thermal momentum range holds more states, and the two effects cancel. The other modes multiply (1) by a factor that is, by assumption, common to both isotopes. Hence

$$
K=\frac{k_H}{k_D}=\frac{Q_D}{Q_H}.
\tag{2}
$$

The barrier height has dropped out. It affects how fast each reaction is, but not their ratio in this model.

**The partition function of the stretch**

For a wavenumber $\nu$, the levels above the potential minimum are $E_n=hc\nu(n+\tfrac12)$. With $u=hc\nu/k_BT$, the sum over levels is a geometric series:

$$
Q=\sum_{n=0}^\infty e^{-u(n+1/2)}
=\frac{e^{-u/2}}{1-e^{-u}}
=\frac{1}{2\sinh(u/2)}.
$$

Inserting this into (2) gives

$$
K=\frac{e^{-u_D/2}}{1-e^{-u_D}}\,
\frac{1-e^{-u_H}}{e^{-u_H/2}}
=e^{(u_H-u_D)/2}\,
\frac{1-e^{-u_H}}{1-e^{-u_D}}.
\tag{3}
$$

The exponential comes from zero-point energy and the fraction from thermally excited levels. When both $u$ are large, the fraction is close to one and

$$
K\simeq\exp\!\left[\frac{hc(\nu_H-\nu_D)}{2k_BT}\right].
\tag{4}
$$

The factor of one half is the half quantum in the ground state. The sign follows from where that energy is lost: O–H starts higher above the common potential minimum, so it has less left to climb.

**The numbers at 500 K**

With $hc/k_B=1.43878$ K per cm$^{-1}$,

$$
u_H=\frac{1.43878\times3700}{500}=10.65,\qquad
u_D=\frac{1.43878\times2700}{500}=7.77,
$$

$$
K\simeq\exp\!\left[\frac{1.43878\times1000}{2\times500}\right]
=e^{1.4388}=4.22.
$$

This is the requested result. The excited-level fraction in (3) is 1.0004, so leaving it out changes $K$ by about 0.04 percent.

In energy terms, the zero-point energies are 0.229 eV for O–H and 0.167 eV for O–D. Their difference is 0.062 eV, or 5.98 kJ/mol. For a chosen model barrier $V=0.8$ eV, the barriers measured from the ground states are

$$
0.800-0.229=0.571\ \text{eV},\qquad
0.800-0.167=0.633\ \text{eV}.
$$

Equation (1), with the common factor of the other modes set to one, then gives $1.8\times10^7$ s$^{-1}$ for H and $4.4\times10^6$ s$^{-1}$ for D. As a numerical test, I found the harmonic levels by diagonalizing each Hamiltonian on a grid and integrated the flux in (1) over energy. The ratio was 4.217, against 4.216 from (4).

**Where the attempt frequency went**

At high temperature, $u\ll1$ and $\sinh(u/2)\simeq u/2$, so $Q\simeq1/u$. Equation (1) becomes

$$
k\simeq\frac{k_BT}{h}\,\frac{hc\nu}{k_BT}\,e^{-V/k_BT}
=c\nu\,e^{-V/k_BT}.
$$

Here $c\nu$ is the classical attempt frequency, and the isotope effect is

$$
K\to\frac{\nu_H}{\nu_D}=\frac{3700}{2700}=1.37.
$$

So your frequency ratio is real, but it is the classical limit of the same $Q_D/Q_H$ that gives 4.2 at 500 K. Multiplying the two would use the stretch twice. It also follows that (4) must not be extended to very high temperature: it tends to 1, whereas the full expression (3) tends to 1.37.

At moderate temperatures (4) gives 6.0 at 400 K and 3.3 at 600 K. Its logarithm is linear in $1/T$, with an energy slope of 0.0620 eV. The full level sums near 500 K give 0.0619 eV. The small reduction has a direct cause: the slope is the difference in mean vibrational energy, and O–D has slightly more thermal excitation than O–H, which brings the two mean energies closer.

**What "vanish" means**

A stable O–H bond has a restoring force along its stretch. At the saddle, the potential curves downward along the transfer direction. That motion has an imaginary frequency, no bound levels and therefore no zero-point energy.

This does not remove every stretch from the transition state. Consider a collinear O–H–N arrangement, with N belonging to an amide ligand. Let $r_1$ and $r_2$ be the changes in the O–H and H–N distances, and write

$$
U=\tfrac12 f_1r_1^2+\tfrac12 f_2r_2^2+f_{12}r_1r_2.
$$

If $x_O,x_H,x_N$ are displacements along the line, then $r_1=x_H-x_O$ and $r_2=x_N-x_H$. The force on hydrogen is

$$
F_H=-\frac{\partial U}{\partial x_H}
=-(f_1r_1+f_{12}r_2)+(f_2r_2+f_{12}r_1).
$$

For a motion that stretches both bonds equally, $r_1=r_2=r$, this reduces to

$$
F_H=(f_2-f_1)\,r.
$$

With $f_1=f_2=f$ there is no force on hydrogen. If the end masses are also equal, both being $M$, the ends move by $\mp r$ while hydrogen stays at rest. The equation of motion for either end gives

$$
M\ddot r=-(f+f_{12})\,r,\qquad
\omega^2=\frac{f+f_{12}}{M}.
$$

The hydrogen mass is absent, so this real stretch has the same zero-point energy for H and D and cancels from $K$. "Vanish" therefore needs two things: the transfer motion is unbound, and the real stretch that remains has no isotope shift.

For $f_1=f_2=100$ N/m, $f_{12}=130$ N/m and end masses of 16 and 14 atomic mass units, the real stretch is 511.3 cm$^{-1}$ for H and 511.2 cm$^{-1}$ for D. The small mass difference between O and N hardly matters here.

An asymmetric saddle is different. With $f_1=200$ N/m, $f_2=50$ N/m and the same $f_{12}$, hydrogen takes part in the real stretch, which becomes 760 cm$^{-1}$ for H and 694 cm$^{-1}$ for D. Its partition functions multiply $K$ by

$$
\frac{Q_H^\ddagger}{Q_D^\ddagger}
=\frac{\sinh(u_D^\ddagger/2)}{\sinh(u_H^\ddagger/2)}=0.886,
$$

where $\ddagger$ marks the transition state. With this correction alone, $K=4.22\times0.886=3.7$. Most of this reduction comes from a zero-point difference that survives at the saddle, and the rest from thermal excitation of the real stretch.

**How firm is 4.2?**

Three further effects can be sized at 500 K. The inputs below are rough illustrative values, not properties calculated for a particular precursor.

*Anharmonicity.* A Morse oscillator with harmonic wavenumber $\omega_e$ and anharmonicity $x$ has levels

$$
\frac{E_n}{hc}=\omega_e(n+\tfrac12)-x(n+\tfrac12)^2.
$$

Its fundamental, the transition from $n=0$ to $n=1$, is $\nu=\omega_e-2x$. Substituting $\omega_e=\nu+2x$ into the ground level gives

$$
\frac{E_0}{hc}=\frac{\omega_e}{2}-\frac{x}{4}
=\frac{\nu}{2}+\frac{3x}{4}.
$$

Suppose 3700 and 2700 cm$^{-1}$ are fundamentals and $x_H=85$ cm$^{-1}$. For a fixed Morse potential, $x$ scales as the square of the harmonic wavenumber. Using the ratio of fundamentals for that scaling gives $x_D=85(2700/3700)^2=45.3$ cm$^{-1}$. The zero-point difference grows by $0.75(85-45.3)=29.8$ cm$^{-1}$, and $K$ is multiplied by

$$
\exp(1.43878\times29.8/500)=1.09.
$$

This factor takes 2700 cm$^{-1}$ as the given O–D fundamental, and it depends on the effective masses. A single Morse potential with $\nu_H=3700$ and $x_H=85$ cm$^{-1}$ and the reduced masses of free O–H and O–D puts the O–D fundamental at 2727 cm$^{-1}$, and the factor relative to 4.216 is then 1.05. With the oxygen held fixed, the fundamental is 2653 cm$^{-1}$ and the factor is 1.17.

*Bends.* Hydrogen also moves sideways. Take two such modes at 800 and 300 cm$^{-1}$ on the surface, rising to 1300 and 1000 cm$^{-1}$ at the saddle. Let every deuterium value be smaller by the factor $2700/3700=0.730$. Each saddle mode contributes $Q_H/Q_D$ to $K$, and each reactant mode contributes the inverse. The product is 0.764. Stiffer bends give back some of the zero-point advantage that O–H gained by losing its stretch.

*Tunnelling.* For a parabolic barrier whose imaginary frequency has magnitude $\nu^\ddagger$, the transmission probability is $1/[1+e^{-2\pi(E-V)/hc\nu^\ddagger}]$. Let $z=(E-V)/k_BT$, $u=hc\nu^\ddagger/k_BT$ and $a=u/2\pi$. Averaging over thermal energies, relative to classical crossing, gives

$$
\kappa=\int_{-\infty}^{\infty}\frac{e^{-z}}{1+e^{-z/a}}\,dz.
$$

With $y=e^{-z/a}$, one has $e^{-z}=y^a$ and $dz=-a\,dy/y$. Reversing the limits removes the minus sign:

$$
\kappa=a\int_0^\infty\frac{y^{a-1}}{1+y}\,dy
=\frac{\pi a}{\sin\pi a}
=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi.
$$

The second equality is the standard Euler integral. The symmetric saddle above has $\nu^\ddagger=1022$ cm$^{-1}$ for H and 735 cm$^{-1}$ for D. These give $\kappa_H=1.478$ and $\kappa_D=1.214$, so $K$ is multiplied by $1.478/1.214=1.22$.

The parabolic formula diverges at $u=2\pi$. For H this occurs at $T=1.43878\times1022/2\pi\simeq234$ K. There the Boltzmann factor grows toward low energy as fast as the transmission probability falls, and a parabola has no lowest energy at which the integral would end. Real reactants do have a lowest energy, so the divergence marks a failure of the parabolic model, not of the reaction. Near and below that temperature, neither this correction nor (4) alone should be trusted.

Treating the three corrections as independent factors,

$$
K\simeq4.217\times1.09\times0.764\times1.218=4.3.
$$

The closeness to 4.2 is a cancellation for these inputs. Omitting the tunnelling factor gives 3.5, while keeping tunnelling and omitting the bends gives 5.6. These variations change even the first digit, so 4.2 is a result of the stated model, not a prediction for a real surface.

**What a measurement would see**

An adsorbed precursor can also desorb. Let its desorption rate constant $k_{des}$ be the same on both surfaces, and let adsorption be equally fast. The fraction that reacts is $k/(k+k_{des})$, so the observed ratio is

$$
K_{obs}=\frac{k_H}{k_H+k_{des}}\,
\frac{k_D+k_{des}}{k_D}
=K\,\frac{k_D+k_{des}}{k_H+k_{des}}.
$$

Define $C=k_H/k_{des}$. Since $k_D=k_H/K$, dividing numerator and denominator by $k_{des}$ gives

$$
K_{obs}=K\,\frac{C/K+1}{C+1}=\frac{K+C}{1+C}.
\tag{5}
$$

For $C=0.1$, 1 and 10, the result is 3.9, 2.6 and 1.3. Equation (5) counts the final fate of each adsorbed molecule. It gives the ratio of reacted sites only when adsorption is slow compared with $k+k_{des}$, the exposure is longer than the adsorbed lifetime $1/(k+k_{des})$, and the surface is still far from saturation. If desorption is much faster than transfer, the full isotope effect appears. If nearly every adsorbed molecule reacts, slowing the transfer fourfold barely changes how many succeed.

A relevant real case is atomic layer deposition of hafnium oxide from a hafnium amide, where surface protons can leave with the amide ligands. The model temperature of 500 K, about 227 °C, lies in the rough working range of such processes. A stretch near 3700 cm$^{-1}$ is reasonable for an isolated hydroxyl. Hydrogen bonding lowers it: if both stretches fell by 10 percent and nothing else changed, (4) would give $e^{0.9\times1.4388}=3.7$. The barrier of 0.8 eV is a round model value, not one calculated for hafnium. With the common factor of the other modes again set to one, it implies a mean time before transfer of $1/(1.8\times10^7\ \text{s}^{-1})\simeq5\times10^{-8}$ s, far shorter than a precursor pulse of very roughly 0.1 to 1 s. If transfer is also much faster than desorption, precursor supply could set the growth rate, and the assumption most at risk is that proton transfer is the measured step. Equation (5) shows the scale of the change: from 4.2 to 1.3 already at $C=10$.

Saturated growth is a poor place to look for the effect. If each site reacts irreversibly with an effective first-order constant $k_{eff}$, the reacted fraction after time $t$ is $1-e^{-k_{eff}t}$. It tends to one for both isotopes. The difference lies in the approach to saturation, so a comparison needs short exposures at equal temperature and precursor pressure, under conditions where transfer influences the uptake.

The numerical output below lists the main inputs and computed values.

## Computed values

```
O-H stretch: 3700 cm^-1
O-D stretch: 2700 cm^-1
Temperature: 500 K
hc/k_B: 1.43878 K per cm^-1
u for O-H: 10.65
u for O-D: 7.769
O-H zero-point energy: 0.2294 eV
O-D zero-point energy: 0.1674 eV
Zero-point energy difference: 0.06199 eV
Same difference: 5.981 kJ/mol
Energy from temperature slope: 0.06186 eV
Model barrier from potential minimum: 0.8 eV
Effective barrier, H: 0.5706 eV
Effective barrier, D: 0.6326 eV
Model rate, H: 1.845e+07 s^-1
Model rate, D: 4.376e+06 s^-1
KIE from zero-point energy: 4.216 (ratio)
KIE from flux and level sums: 4.217 (ratio)
Thermal excitation factor: 1.0004 (ratio)
KIE at 400 K: 6.04 (ratio)
KIE at 600 K: 3.317 (ratio)
High-temperature limit of full ratio: 1.37 (ratio)
Assumed O-H anharmonicity x: 85 cm^-1
Scaled O-D anharmonicity x: 45.26 cm^-1
Extra zero-point difference: 29.8 cm^-1
Anharmonicity factor: 1.09 (ratio)
Assumed surface H bends: 800.0 300.0 cm^-1
Assumed TS H bends: 1300.0 1000.0 cm^-1
D/H scale for bends: 0.7297 (ratio)
Bend factor: 0.764 (ratio)
TS force constants, symmetric: 100, 100 N/m; asymmetric: 200, 50 N/m
TS coupling force constant: 130 N/m
Symmetric TS real stretch, H: 511.3 cm^-1
Symmetric TS real stretch, D: 511.2 cm^-1
Asymmetric TS real stretch, H: 759.8 cm^-1
Asymmetric TS real stretch, D: 693.9 cm^-1
TS asymmetry factor: 0.8855 (ratio)
Symmetric TS imaginary magnitude, H: 1022 cm^-1
Symmetric TS imaginary magnitude, D: 734.6 cm^-1
Tunnelling enhancement, H: 1.478 (ratio)
Tunnelling enhancement, D: 1.214 (ratio)
Tunnelling factor in KIE: 1.218 (ratio)
KIE with anharmonicity, bends, tunnelling: 4.275 (ratio)
Observed KIE at k_H/k_des = 0.1: 3.923 (ratio)
Observed KIE at k_H/k_des = 1: 2.608 (ratio)
Observed KIE at k_H/k_des = 10: 1.292 (ratio)
```
